# Ferroelectric tunnel barriers: why a larger on-off ratio can defeat readout

## Definitions and conventions

A ferroelectric film of thickness $d$ separates two metallic electrodes. Reversing its polarization $P$ switches the mean barrier height, measured from the Fermi level, between $\phi_{\rm on}$ and $\phi_{\rm off}>\phi_{\rm on}$. With one mass $m$ throughout, the decay constant is

$$\kappa=\frac{\sqrt{2m\phi}}{\hbar}.$$

Conductance per area is $g$, spin included. The cell has area $A$ and read voltage $V$, so $I=gAV$, and the on-off ratio is $R=I_{\rm on}/I_{\rm off}$.

The basic model assumes coherent tunnelling, conserved transverse momentum, low bias, zero temperature, electrode bands wide enough to supply all transverse states that matter, and heights that do not change with $d$. The WKB transmission is the exponential alone, without a prefactor.

## Contribution 1: polarization makes two heights

Let $P$ point from electrode 1 to electrode 2, with the electrodes short-circuited. Electrode $i$ has screening length $\lambda_i$ and relative permittivity $\varepsilon_i$; put $\ell_i=\lambda_i/\varepsilon_i$. For linear screening, which needs $eu_i$ small compared with the electrode's Fermi energy, the electrode potential decays as $e^{-x/\lambda_i}$, so the surface field is $u_i/\lambda_i$, where $u_i$ is the size of the interface potential. Gauss's law gives $\varepsilon_0\varepsilon_iu_i/\lambda_i=\sigma$, with $\sigma$ the screening charge per area, hence $u_i=\sigma\ell_i/\varepsilon_0$.

The displacement is continuous, so inside the film $\sigma=P+\varepsilon_0\varepsilon_fE_f$. The potential rises from $-u_1$ to $+u_2$ across the film:

$$u_1+u_2=-E_fd=\frac{(P-\sigma)d}{\varepsilon_0\varepsilon_f}.$$

Inserting $u_1+u_2=\sigma(\ell_1+\ell_2)/\varepsilon_0$ and solving for $\sigma$,

$$\sigma=P\,\frac{d}{d+\varepsilon_f(\ell_1+\ell_2)}.$$

An electron's energy is raised by $eu_1$ at one face and lowered by $eu_2$ at the other. The mean height therefore shifts by $-e(u_2-u_1)/2$, and by the opposite amount when $P$ reverses. The low barrier occurs when $P$ points toward the electrode with the larger $\ell$. If $\ell_1=\ell_2$, the mean does not shift.

The splitting grows with $d$ at constant $P$. I first hold it fixed, to isolate the effect of tunnelling distance.

## Contribution 2: distance sets the current

At zero temperature and low bias, each transverse wave vector $k$ contributes $2e^2/h$ times its transmission:

$$g=\frac{2e^2}{h}\int\frac{d^2k}{(2\pi)^2}\,e^{-2qd},\qquad q=\sqrt{\kappa^2+k^2}.$$

The transverse kinetic energy is unavailable for crossing the barrier, which is why $k^2$ adds to $\kappa^2$. With $d^2k=2\pi k\,dk$ and $k\,dk=q\,dq$,

$$g=\frac{e^2}{\pi h}\int_\kappa^\infty q\,e^{-2qd}\,dq .$$

Integration by parts gives $e^{-2\kappa d}\left[\kappa/(2d)+1/(4d^2)\right]$ for the integral, so

$$g=\frac{e^2}{h}\,\frac{1+2\kappa d}{4\pi d^2}\,e^{-2\kappa d}.$$

**The ratio rises.** Write $a=2\kappa_{\rm on}d$ and $b=2\kappa_{\rm off}d$. Then

$$\ln R=\ln(1+a)-\ln(1+b)+b-a .$$

Since $a$ and $b$ are proportional to $d$,

$$d\,\frac{d\ln R}{dd}=\frac{a}{1+a}-\frac{b}{1+b}+b-a .$$

The two fractions combine to $(a-b)/[(1+a)(1+b)]$, giving

$$d\,\frac{d\ln R}{dd}=(b-a)\left[1-\frac{1}{(1+a)(1+b)}\right]>0 .$$

**The signal falls.** Subtracting the two conductance integrals leaves

$$g_{\rm on}-g_{\rm off}=\frac{e^2}{\pi h}\int_{\kappa_{\rm on}}^{\kappa_{\rm off}}q\,e^{-2qd}\,dq .$$

The integrand is positive and decreases with $d$ at every $q$, so the difference decreases too. The ratio improves because the off current dies faster than the on current.

The exchange rate follows from the exponentials. Ignoring prefactors, $R\sim e^{2(\kappa_{\rm off}-\kappa_{\rm on})d}$ and $I_{\rm on}\sim e^{-2\kappa_{\rm on}d}$, so

$$I_{\rm on}\sim R^{-\kappa_{\rm on}/(\kappa_{\rm off}-\kappa_{\rm on})} .$$

Close heights make extra ratio expensive.

## Contribution 3: readout uses a difference

Let an integrating amplifier hold the cell at $V$ and distinguish the states when their integrated charges differ by $Q$. The read time is

$$t=\frac{Q}{I_{\rm on}-I_{\rm off}}=\frac{Q}{I_{\rm on}}\,\frac{R}{R-1}.$$

The second factor approaches one as $R$ grows. Beyond a moderate ratio, more contrast saves almost no time, while $1/I_{\rm on}$ continues to grow exponentially.

## Worked numbers

Take $\phi_{\rm on}=0.8$ eV, $\phi_{\rm off}=1.2$ eV and the free-electron mass. Then $\kappa_{\rm on}=4.58$ and $\kappa_{\rm off}=5.61$ nm$^{-1}$. The cell is a 50 nm square read at 0.1 V. A 50 fF integrator needing 20 mV gives $Q=1$ fC, or 6242 electrons. The square root of that number is 79, so at large $R$ counting noise is about 1% of the signal and does not set the limit here.

At 2 nm, $2\kappa_{\rm on}d=18.33$ (from the unrounded $\kappa_{\rm on}$), and

$$I_{\rm on}=\frac{e^2}{h}\,\frac{1+18.33}{4\pi(2\ {\rm nm})^2}\,e^{-18.33}\,(2500\ {\rm nm}^2)(0.1\ {\rm V})\approx4.1\times10^{-11}\ {\rm A}.$$

| $d$ (nm) | $I_{\rm on}$ (A) | $R$ | $t$ (s) |
|---|---|---|---|
| 1 | $8.2\times10^{-7}$ | 6.5 | $1.4\times10^{-9}$ |
| 2 | $4.1\times10^{-11}$ | 51 | $2.5\times10^{-5}$ |
| 3 | $2.8\times10^{-15}$ | 397 | 0.36 |
| 4 | $2.2\times10^{-19}$ | 3106 | 4600 |

From 2 to 3 nm the ratio gains a factor of 7.8, while the on current loses a factor of about 15,000. At 2 nm, $R/(R-1)=1.02$: even an infinite ratio at the same on current would shorten the read by just 2%. Solving $t(d)$ numerically for a 1 µs read gives a greatest thickness of 1.67 nm, where $R\approx26$; for 100 ns it is 1.43 nm, where $R\approx16$.

A larger cell helps linearly in area. At 3 nm, a 1 µs read needs a side of $50\ {\rm nm}\times\sqrt{0.358/10^{-6}}\approx30$ µm. The cell's own capacitance brings a second difficulty. With film permittivity $\varepsilon_f=30$ and electrode screening neglected, the time for tunnelling to carry as much charge as the read pulse places on the plates is

$$\frac{C}{G}=\frac{\varepsilon_0\varepsilon_f}{g_{\rm on}d},$$

which does not depend on area. It is 7.9 ms at 3 nm. In the enlarged cell, 1 fC of tunnelling charge would have to be distinguished from a displacement charge about 7900 times larger. The electrode screening lengths used below would lower both figures by about a third, which does not remove the difficulty.

## Why contrast still has value

Cells differ in thickness. If a whole on-state cell is 2.4 nm thick instead of 2.0 nm, roughly one extra perovskite unit cell, its current falls by a factor of 47. That nearly equals the on-off ratio of 51 at 2 nm, so a thick on cell can resemble a thin off cell. If on cells can be thick and off cells thin by the same amount, the margin at 2 nm is only 0.18 nm each way. The one-sided margin stays near 20% of $d$ between 1.5 and 3 nm, so a thicker film with a higher ratio buys tolerance to variation of fixed absolute size, such as a unit-cell step, and the thickness must balance that tolerance against read time.

## Weighing what was left out

**Parallel leakage.** A state-independent current $L$ changes the measured ratio to $(I_{\rm on}+L)/(I_{\rm off}+L)$. For $d\to0$ the tunnelling currents diverge with ratio one; for $d\to\infty$ both totals tend to $L$. The measured ratio exceeds one in between, so it has an interior maximum. With $L=1$ pA, numerical maximization gives a peak of 31 at 1.85 nm. At 3 nm the measured ratio is 1.003 instead of 397.

**Changing heights.** Take $\ell_1=0.010$ nm, $\ell_2=0.045$ nm and $\varepsilon_f=30$, and choose $P=18.5$ µC/cm² to reproduce the heights at 2 nm. With $P$ held constant, the screening formula gives 0.765 and 1.235 eV at 3 nm. The ratio becomes 1160 and the on current $5.1\times10^{-15}$ A: more contrast, but still a tiny current. Here $u_2\approx0.5$ V at 2 nm, so linear screening holds only if electrode 2 has a Fermi energy of about 1 eV or more; in an electrode with few carriers the depleted state shifts much more than the accumulated one, which the formula does not describe.

The opposite trend appears if the splitting shrinks fast enough, roughly faster than $1/d$. For heights $1.0\mp0.2\,(2\ {\rm nm}/d)^2$ eV, the ratio falls from 51 at 2 nm to 14 at 3 nm. To leading exponential order, $R$ grows when $(\kappa_{\rm off}-\kappa_{\rm on})d$ grows.

**Temperature and bias.** For energy $E$ normal to the film, measured from the Fermi level, integration over transverse states gives

$$J=\frac{em\,k_BT}{2\pi^2\hbar^3}\int dE\;\mathcal T(E)\,\ln\frac{1+e^{-E/k_BT}}{1+e^{-(E+eV)/k_BT}} .$$

Here $\mathcal T$ is the WKB transmission of the barrier tilted by $V$, set to one above its top. Numerical integration at 300 K and 0.1 V gives $5.0\times10^{-11}$ A at 2 nm, 22% above the basic model.

Above the top, the logarithm reduces to $e^{-E/k_BT}(1-e^{-eV/k_BT})$, and integration from $\phi$ gives

$$J_{\rm top}=\frac{em(k_BT)^2}{2\pi^2\hbar^3}\,e^{-\phi/k_BT}\left(1-e^{-eV/k_BT}\right).$$

This is independent of $d$. It gives $9.6\times10^{-18}$ A for the on state, equal to the basic tunnelling current at 3.60 nm. At 4 nm the full on current is $2.8\times10^{-17}$ A; the part beyond $J_{\rm top}A$ comes from energies below the top. The ratio there rises to $2\times10^5$, because thermal carriers raise the on current far more than the off current. The read still takes 36 s. These 4 nm figures are sensitive to setting $\mathcal T=1$ above the top: exact wave matching with a band depth of 5 eV, which reflects most carriers just above the top, gives about $6\times10^{-18}$ A, a ratio near $2\times10^4$ and 160 s, while image-force lowering moves the current the other way. These figures are for a barrier that is flat at zero bias. If polarization tilts the on barrier between 1.11 and 0.49 eV and the off barrier between 0.89 and 1.51 eV, with the same means, the higher top blocks much of the thermal current: at 4 nm the on current is then $1.1$ to $1.3\times10^{-18}$ A and the read takes 750 to 880 s, depending on the sign of the read voltage.

**Barrier shape and interfaces.** The following factors multiply the transmission at 2 nm, for normal incidence at the Fermi level.

- Polarization tilts the on barrier between 1.11 and 0.49 eV, and the off barrier between 0.89 and 1.51 eV. Integrating $\kappa$ along the slope gives factors of 1.13 and 1.07.
- Matching waves at the two faces adds $16E_F\phi/(E_F+\phi)^2$ when $e^{-2\kappa d}\ll1$. For $E_F=5$ eV above the electrode band bottom, this is 1.90 (on) and 2.50 (off), independent of $d$.
- The classical image force between ideal metal planes, with permittivity 5, gives factors of 57 and 36 when $\kappa$ is integrated numerically and set to zero wherever the barrier lies below the Fermi level. This is the largest of the three corrections, and a rough one, since the classical potential diverges at the metal surfaces.

The image factor of 57 is worth about 0.4 nm of thickness. Mass matters similarly: with $0.5\,m_e$, the 1 µs limit moves from 1.67 to 2.26 nm. The thickness limits are therefore estimates, not specifications.

## Beside a real junction

The heights, mass and nanometre thicknesses are illustrative values chosen with barium titanate tunnel junctions in mind, not fitted to a particular device. The polarization used is below the bulk value of roughly 26 µC/cm². The calculated depolarizing field at 2 nm, 3.1 MV/cm, exceeds Landau-theory estimates of the intrinsic coercive field of barium titanate (roughly 0.2 MV/cm in bulk, 1 to 2 MV/cm in a compressively strained film), and a uniform polarization would not be expected to survive with these electrodes, so the example shows trends rather than a workable cell; the read voltage corresponds to 0.5 MV/cm if it drops entirely across the film, but to only $V/[d+\varepsilon_f(\ell_1+\ell_2)]\approx0.27$ MV/cm with the electrode screening used above. Domain formation, breakdown and loss of polarization are not calculated.

Real films also contain defects, which break the assumption of purely coherent tunnelling. If they add a state-independent 1 pA, the measured ratio at 3 nm falls almost to one, as shown above, although the current difference is unchanged. The read still suffers: in 0.36 s the leak carries about 360 times $Q$, and its shot noise is roughly a quarter of the signal. If their conduction depends on polarization, the ratio may behave differently, and this model does not predict it. For direct tunnelling with a fixed cell area, read voltage and required charge, a sound design rule is to use the thinnest film that still switches reliably, retains its state and gives enough contrast to cover cell variation.
